\section*{Diffusion-limited silicidation of a cylindrical silicon core}

\section{The anneal time to be chosen}

A silicon wire in a metal shell is to be converted to silicide through its whole cross-section. The growth constant is known from a planar film annealed at the same temperature. The calculation must turn that constant into an anneal time for the wire. Using the planar time for a layer as thick as the wire radius gives twice the time needed, if diffusion through the silicide sets the rate and the silicide takes up the volume of the silicon it replaces. Swelling, a slow reaction at the silicon interface and stress each change this factor, so they are added below one at a time.

\section{Starting case: a planar layer}

Let a silicon layer of thickness $R$ touch metal on one face, with its back face closed to metal. After time $t$ a thickness $x$ has been converted. The first model assumes the following.
\begin{itemize}
\item Metal is the only mobile species. It crosses the silicide and reacts at the silicon, which dissolves none of it.
\item One silicide phase forms, with constant diffusivity $D$, and the metal supply does not run out.
\item The metal concentration in the silicide is $N$ at the silicon side and $N+\Delta C$ at the metal side. Both values are fixed, and $\varepsilon=\Delta C/N\ll1$.
\item The interface reaction is fast, and the silicide has the volume of the consumed silicon.
\end{itemize}

Since $\varepsilon$ is small, little metal is needed to change the concentration profile compared with the metal needed to move the front. The profile is therefore taken as steady at each position of the front. This is the quasi-steady approximation, whose error is bounded below. A steady planar profile is linear, so the flux towards the silicon is $J=D\Delta C/x$. Converting a further thickness $dx$ requires $N\,dx$ of metal per unit area:
\begin{equation}
N\frac{dx}{dt}=\frac{D\Delta C}{x},\qquad
x\frac{dx}{dt}=k,\qquad k=\frac{D\Delta C}{N}.
\end{equation}
Integration from $x=0$ at $t=0$ gives $x^2/2=kt$, or
\begin{equation}
x^2=Kt,\qquad K=2k,\qquad T_{\rm pl}=\frac{R^2}{2k}=\frac{R^2}{K}.
\label{eq:planar}
\end{equation}
Here $K$ refers to the thickness of silicon consumed. By symmetry, a slab of thickness $2R$ attacked from both faces takes the same time, because no metal crosses its midplane before the fronts meet.

\section{Generalization to a cylinder}

Now let the silicon be a cylinder of initial radius $R$, much longer than it is wide, with metal all round it. The remaining core has radius $s(t)$, and silicide fills $s<r<R$. Let $J(r)$ be the inward flux, counted positive. In a steady profile the same amount of metal crosses every cylinder between $R$ and $s$. The area per unit length is $2\pi r$, so $rJ(r)=A$ does not depend on $r$. The concentration $c$ rises outwards, and inward flux is positive, so Fick's law reads $J=D\,dc/dr$. Therefore
\begin{equation}
D\frac{dc}{dr}=\frac{A}{r},\qquad
D\Delta C=A\int_s^R\frac{dr}{r}=A\ln\frac{R}{s},\qquad
J(s)=\frac{D\Delta C}{s\ln(R/s)}.
\end{equation}
The core shrinks as metal arrives, so $N\,ds/dt=-J(s)$, which gives
\begin{equation}
s\ln\frac{R}{s}\,\frac{ds}{dt}=-k .
\label{eq:front}
\end{equation}
To integrate, separate the variables and use parts, with $d\ln(R/s')/ds'=-1/s'$:
\begin{align}
kt&=\int_s^R s'\ln\frac{R}{s'}\,ds'
=\left[\frac{s'^2}{2}\ln\frac{R}{s'}\right]_s^R+\int_s^R\frac{s'}{2}\,ds'\nonumber\\
&=-\frac{s^2}{2}\ln\frac{R}{s}+\frac{R^2-s^2}{4}.
\end{align}
Hence
\begin{equation}
t(s)=\frac{1}{4k}\left[R^2-s^2-2s^2\ln\frac{R}{s}\right].
\label{eq:history}
\end{equation}
As $s\to0$, the product $s^2\ln(R/s)$ vanishes, and
\begin{equation}
T_{\rm cyl}=\frac{R^2}{4k},\qquad
\frac{T_{\rm cyl}}{T_{\rm pl}}=\frac12 .
\label{eq:half}
\end{equation}
The comparison holds $k$ fixed, and with it the temperature, the phase and the two boundary concentrations.

\subsection{Limit of a thin silicide}

A thin silicide should not feel the curvature. Put $s=R-x$ with $x\ll R$. Then $\ln(R/s)=x/R+x^2/(2R^2)+\dots$, and
\begin{equation}
s\ln\frac Rs=(R-x)\left(\frac{x}{R}+\frac{x^2}{2R^2}+\dots\right)
=x-\frac{x^2}{2R}+\dots
\end{equation}
Integrating over $x$ gives $kt=x^2/2-x^3/(6R)+\dots$. The first term is the planar law. The second shows that the cylinder takes slightly less time to reach the same depth.

\subsection{Where the factor of one half comes from}

Two effects of curvature oppose each other. The cylinder has volume $\pi R^2$ and contact area $2\pi R$ per unit length, so it holds a silicon thickness of just $R/2$ per unit contact area. A planar film of thickness $R/2$ would need $(R/2)^2/(2k)=R^2/(8k)$, a quarter of $T_{\rm pl}$. The cylinder takes twice as long as that film, because its metal must converge through ever smaller areas.

To see this at each stage, let $y=(R^2-s^2)/(2R)$ be the silicon converted per unit contact area. The flux entering the cylinder is $J(R)=D\Delta C/[R\ln(R/s)]$, while a film with the same $y$ receives $D\Delta C/y$. With $q=s^2/R^2$, the two effective path lengths are
\begin{equation}
R\ln\frac Rs=-\frac R2\ln q,\qquad y=\frac R2(1-q).
\end{equation}
Since $-\ln q>1-q$ for $0<q<1$, the cylinder has the longer effective path. The smaller amount of silicon gives a factor $1/4$, the converging path gives a factor 2, and their product is $1/2$.

\subsection{Speed of the front and the last stage}

The speed is $v=k/[s\ln(R/s)]$. Its denominator has derivative $\ln(R/s)-1$, which is positive for $s<R/e$ and negative for $s>R/e$. The denominator is therefore largest at $s=R/e$, where the front is slowest, with $v=ke/R$. After that the core shrinks faster and faster, whereas the planar speed $k/x$ falls throughout.

Subtracting Eq.~\eqref{eq:history} from $T_{\rm cyl}$ gives the time left at core radius $s$:
\begin{equation}
T_{\rm cyl}-t(s)=\frac{s^2}{4k}\left[1+2\ln\frac Rs\right].
\label{eq:left}
\end{equation}
It tends to zero as the core vanishes, while $v$ diverges at the axis. The divergence comes from assuming an infinitely fast reaction at the silicon, and it disappears when the rate of that reaction is made finite below.

\section{How good is the quasi-steady profile?}

A rapidly moving front might seem to spoil the steady profile near the end. The total time can be bounded without assuming that profile. Let $m(r,t)$ be the metal content per unit volume. It is zero in the core and equals $N+u$ in the silicide, with $0\le u\le\Delta C$. In the silicide, $r\,\partial_t u=D\,\partial_r(r\,\partial_r u)$. The boundary values are $u(s)=0$ and $u(R)=\Delta C$, and the front obeys $N\dot s=-D\,\partial_r u(s)$.

Multiply by the weight $w=\ln(R/r)$, which satisfies $w(R)=0$, $rw'=-1$ and $(rw')'=0$. Differentiating an integral with a moving lower limit gives
\begin{equation}
\frac{d}{dt}\int_s^R m\,w\,r\,dr
=-\dot s\,s\,N\,w(s)+D\int_s^R w\,\partial_r(r\,\partial_r u)\,dr .
\end{equation}
Two integrations by parts turn the last term into
\begin{equation}
D\Big[r\,w\,\partial_r u-r\,w'u\Big]_s^R
=D\Delta C-D\,s\,w(s)\,\partial_r u(s).
\end{equation}
By the front condition, the term $-\dot s\,s\,N\,w(s)$ equals $+D\,s\,w(s)\,\partial_r u(s)$, so the two front terms cancel. What remains is the constant $D\Delta C$. The integral starts from zero, and at full conversion
\begin{equation}
D\Delta C\,T=\int_0^R m(r,T)\ln\frac Rr\,r\,dr .
\end{equation}
The integral $\int_0^R r\ln(R/r)\,dr$ is $R^2/4$, as found above. Since $N\le m\le N+\Delta C$,
\begin{equation}
\frac{R^2}{4k}\le T\le(1+\varepsilon)\frac{R^2}{4k}.
\label{eq:bound}
\end{equation}
For the planar layer, let $z$ be the depth from the metal contact and use $z$ as the weight. The same steps give $D\Delta C\,T=\int_0^R m\,z\,dz$, and $\int_0^R z\,dz=R^2/2$. Its time also exceeds the quasi-steady value by a fraction between 0 and $\varepsilon$. The ratio of the two times thus lies between $\frac12/(1+\varepsilon)$ and $\frac12(1+\varepsilon)$.

A simulation of the time-dependent metal balance on 40 cells, with neither a front law nor a steady profile imposed, tests this. For $\varepsilon=0.02$ the cylinder takes 1.5\% longer than $R^2/(4k)$ and the planar layer 0.65\% longer than $R^2/(2k)$, with a time ratio of 0.504. For $\varepsilon=0.2$ the excesses are 12.6\% and 6.4\%, and the ratio is 0.529. All four excesses lie inside their bounds. The coarse grid shifts them by less than 0.1 percentage point.

The planar excess can be estimated. At the end the profile is nearly $u=\Delta C(1-z/R)$, so $\int_0^R uz\,dz=\Delta C R^2/6$. Relative to $NR^2/2$ this is $\varepsilon/3$, or 0.67\% for $\varepsilon=0.02$.

The simulation also tests the history. At $\varepsilon=0.02$, the times at which the front passes the cell boundaries differ from Eq.~\eqref{eq:history} by at most 1.4\% of the total time. The slowest cell is centred at $0.3625R$. With a cell width of $0.025R$, it contains the predicted radius $R/e=0.368R$.

\section{A silicon wire in a nickel shell}

Take $R=20$~nm and the growth of Ni$_2$Si near 550~K, with the rough value $K=1$~nm$^2$/s for consumed silicon. Then $k=K/2=0.5$~nm$^2$/s, and
\begin{align}
T_{\rm cyl}&=\frac{(20~{\rm nm})^2}{4(0.5~{\rm nm^2/s})}
=200~{\rm s}=3.3~{\rm min},\\
T_{\rm pl}&=\frac{(20~{\rm nm})^2}{1~{\rm nm^2/s}}
=400~{\rm s}=6.7~{\rm min}.
\end{align}
A film with the same silicon per unit contact area, 10~nm thick, takes 100~s. The steps 400, 100 and 200~s show the two opposing factors. The silicon remaining in the two geometries is as follows.
\begin{center}
\begin{tabular}{ccc}
time (s) & core radius (nm) & planar thickness left (nm)\\
50 & 12.4 & 12.9\\
100 & 8.6 & 10.0\\
150 & 5.2 & 7.8\\
190 & 1.9 & 6.2\\
200 & 0 & 5.9
\end{tabular}
\end{center}
At 50~s the two depths are still close, as the thin-silicide limit suggests. The cylindrical front is slowest at a core radius of 7.4~nm, after 119~s, when it moves at 0.068~nm/s. At half the conversion time 19\% of the silicon volume is left. At a core radius of 1~nm, Eq.~\eqref{eq:left} gives $(1+2\ln20)/2=3.5$~s to go. A continuum description is doubtful for so small a core, but in this model that stage is under 2\% of the total.

The metal supply sets a least shell thickness. Take rough atomic volumes of 0.0200~nm$^3$ for Si and 0.0109~nm$^3$ for Ni. Two nickel atoms per silicon atom require a shell of outer radius $R_{\rm m}$ with
\begin{equation}
R_{\rm m}^2-R^2=2\,\frac{0.0109}{0.0200}\,R^2,\qquad
R_{\rm m}-R=8.9~{\rm nm}.
\end{equation}
This leaves no margin. A thinner shell runs out before the wire is converted to Ni$_2$Si, and Eq.~\eqref{eq:half} then fails.

\section{Second generalization: silicide that swells}

Let the silicide occupy $\beta$ times the volume of the silicon it replaces, and let it expand outwards freely while the remaining metal stays in contact with it. Now $N$ means the metal needed per unit volume of silicon consumed, and fluxes are measured relative to the silicide lattice. In the planar layer the diffusion path becomes $\beta x$, so
\begin{equation}
x\frac{dx}{dt}=\frac{k}{\beta},\qquad K=\frac{2k}{\beta},\qquad
T_{\rm pl}=\frac{\beta R^2}{2k}.
\end{equation}
If the wire keeps its length, the silicide in the cylinder reaches out to a radius $b$ fixed by volume:
\begin{equation}
b^2=s^2+\beta(R^2-s^2)=\beta R^2-(\beta-1)s^2 .
\end{equation}
The logarithm in Eq.~\eqref{eq:front} becomes $\ln(b/s)$. With $q=s^2/R^2$ we have $s\,ds=R^2dq/2$ and $\ln(b/s)=\frac12\ln(b^2/s^2)$, so
\begin{equation}
T_{\rm cyl}=\frac{R^2}{4k}\int_0^1
\Big\{\ln[\beta-(\beta-1)q]-\ln q\Big\}\,dq .
\end{equation}
The second term contributes $+1$. In the first, put $p=\beta-(\beta-1)q$:
\begin{equation}
\frac{1}{\beta-1}\int_1^\beta\ln p\,dp
=\frac{\beta\ln\beta-\beta+1}{\beta-1}
=\frac{\beta\ln\beta}{\beta-1}-1 .
\end{equation}
The $-1$ and $+1$ cancel, leaving
\begin{equation}
T_{\rm cyl}=\frac{R^2}{4k}\,\frac{\beta\ln\beta}{\beta-1},\qquad
\frac{T_{\rm cyl}}{T_{\rm pl}}=\frac{\ln\beta}{2(\beta-1)} .
\label{eq:swell}
\end{equation}
As $\beta\to1$, $\ln\beta\to\beta-1$ and the ratio returns to $1/2$. For $\beta>1$ it is smaller, since $\ln\beta<\beta-1$. Swelling lengthens the planar path by the full factor $\beta$, while in the cylinder it adds material on the outside, where the area for diffusion is largest.

With a rough volume of 0.0326~nm$^3$ per Ni$_2$Si unit, $\beta=0.0326/0.0200=1.63$ and the ratio is 0.39. Hold the planar constant $K$ for consumed silicon at 1~nm$^2$/s, as a film calibration would. The planar time stays at 400~s, and the wire needs $0.388\times400=155$~s instead of 200~s. Direct quadrature of the diffusion resistance reproduces this time to one part in $10^4$.

\section{Third generalization: a finite reaction rate}

Return to $\beta=1$ and let the reaction need an excess $u_i$ of metal at the silicon interface, with $J(s)=k_{\rm r}u_i$. The drop left for diffusion is $\Delta C-u_i$. With $L=D/k_{\rm r}$,
\begin{equation}
J(s)\,s\ln\frac Rs=D(\Delta C-u_i)=D\Delta C-LJ(s),
\end{equation}
and solving for $J(s)$ changes the front law to
\begin{equation}
\left[s\ln\frac Rs+L\right]\frac{ds}{dt}=-k .
\end{equation}
The speed at the axis is now finite, $k/L$. Integration from $R$ to 0 adds $LR$ to the earlier integral. The planar law becomes $(x+L)\,dx/dt=k$, with the same added term:
\begin{equation}
T_{\rm cyl}=\frac{R^2/4+LR}{k},\qquad
T_{\rm pl}=\frac{R^2/2+LR}{k}.
\end{equation}
For $L\ll R$ the ratio is $1/2$. For $L\gg R$ both fronts move at the constant speed $k/L$ across the same distance, and the ratio tends to 1. Quadrature at $L=1000R$ gives 0.9998. This holds for a slow step at the silicon interface. If the slow step lies instead at the metal contact, with $J(R)=k_{\rm r}[\Delta C-u(R)]$, then $RJ(R)=sJ(s)$ turns the added term into $Ls/R$. Its integral is $LR/2$, while the planar term stays $LR$. The ratio is then $1/2$ for every $L$, and the speed still diverges at the axis.

For a trial length $L=1$~nm and unchanged $k$, the wire takes $(100+20)/0.5=240$~s and the planar layer $(200+20)/0.5=440$~s, a ratio of 0.55. The wire thus takes 20\% longer than in the diffusion limit, the planar layer 10\% longer. This $L$ is only a trial value. Thin Ni$_2$Si films are reported to grow linearly at first and parabolically later, and near 550~K the crossover length can be of the order of $R$ itself. At $L=R$ the ratio is already $(1/4+1)/(1/2+1)=5/6$, so the film calibration should determine $L$ as well as $K$.

\section{What a real wire changes}

Nickel is the main moving species in Ni$_2$Si growth, so the direction of transport suits this example. If silicon were the mover, new silicide would form at the metal side. The same logarithmic resistance would hold as long as the silicide stayed in contact with the shrinking core, but the departing silicon tends to leave a void there, which this model does not describe. The chosen $K$ is a rough value, and a calibration on the actual film should replace it. A fast interface reaction is not assured at $R=20$~nm, as noted above. The assumption of constant volume is plainly broken. With free swelling it moves the wire time from 200 to 155~s. The shell need not be pushed outwards for this. With the volumes above, one silicon and two nickel atoms occupy 0.0418~nm$^3$ before the reaction and 0.0326~nm$^3$ after it, so the remaining nickel must move inwards to keep contact. A gap would cut the metal supply. The expansion occurs at the silicon, however, where the silicide already formed can resist it and put the wire under pressure.

A simple estimate shows how much pressure could matter. Suppose that a uniform pressure $P$ reduces $D$ by the factor $\exp(-P\Delta V/k_{\rm B}T)$, where $\Delta V$ is an activation volume and $T$ the temperature, and that the planar film is stress-free. With the trial values $P=1$~GPa and $\Delta V=0.01$~nm$^3$, the wire time grows by a factor of 3.7 at 550~K. A pressure of 0.53~GPa doubles it and cancels the gain of Eq.~\eqref{eq:half}. Whether a wire converts sooner than the planar layer can therefore depend on stress, which this model does not predict.

Interface energy favours conversion, but its effect on the total time is small. Consuming a volume $\Omega$ of the core removes an interface area $\Omega/s$ and releases $\gamma\Omega/s$. For $\gamma=1$~J/m$^2$ and $s=1$~nm this is 0.125~eV per silicon atom, against a reaction energy of roughly 1.4~eV per Ni$_2$Si unit, which contains one silicon atom. At larger $s$ the share is smaller in proportion to $1/s$. If the rate is taken as proportional to the driving force, it grows by the factor $1+a/s$ with $a=0.089$~nm, and the first cylinder model loses about 3.3~s of its 200~s. Some 2.8~s of this comes from core radii above 1~nm, because the front spends nearly all its time there.

Temperature enters through $K$. For a rough activation energy of 1.5~eV, heating from 550 to 560~K raises the rate by a factor of 1.76. This cancels in the ratio if wire and film are at the same temperature. If they differ by 10~K, the error is nearly as large as the geometric factor itself. Facets, grain boundaries and later conversion to other nickel silicides are left out.

For the anneal, $R^2/(2K)$ is the estimate when diffusion of metal controls ($L\ll R$), the shell is thick enough, and swelling and stress are small. With free swelling, multiply the measured planar time $R^2/K$ by the ratio in Eq.~\eqref{eq:swell} instead. The further values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
TRANSIENT SIMULATION (40 cells)
eps=0.20: excess time cylinder 12.64 %, planar 6.43 %, time ratio 0.5291
eps=0.02: excess time cylinder 1.46 %, planar 0.65 %, time ratio 0.5040
largest history error, eps=0.02: 1.36 % of total
slowest radius, simulated: 0.3625 R; 1/e = 0.3679
EXAMPLE
wire radius R = 20.0 nm; temperature = 550 K
K = 1.00 nm^2/s; k = 0.50 nm^2/s
full conversion, cylinder: 200.0 s = 3.33 min
full conversion, planar layer: 400.0 s = 6.67 min
ratio cylinder/planar: 0.5000
film of thickness R/2: 100.0 s
t=50 s: core radius 12.37 nm, silicon volume left 38.2 %, planar left 12.93 nm
t=100 s: core radius 8.64 nm, silicon volume left 18.7 %, planar left 10.00 nm
t=150 s: core radius 5.20 nm, silicon volume left 6.8 %, planar left 7.75 nm
t=190 s: core radius 1.87 nm, silicon volume left 0.9 %, planar left 6.22 nm
planar silicon left at 200 s: 5.86 nm
slowest front: s = 7.36 nm, speed 0.0680 nm/s, at t = 118.8 s
time left at core radius 1 nm: 3.50 s
NEGLECTED EFFECTS
volumes Si, Ni, Ni2Si: 0.0200, 0.0109, 0.0326 nm^3
swelling factor beta = 1.63
with swelling: cylinder 155.1 s, ratio 0.388
reaction length L = 1.0 nm: cylinder 240.0 s, planar 440.0 s, ratio 0.545
ratio for L = 1000 R: 0.9998
trial pressure 1.0 GPa, activation volume 0.010 nm^3: time times 3.73
pressure that doubles the time: 0.53 GPa
interface energy 1.0 J/m^2 at s = 1 nm: 0.125 eV per Si
reaction energy: 1.4 eV per Ni2Si
activation energy 1.5 eV, 10 K hotter: rate times 1.76
least nickel shell thickness: 8.91 nm
\end{verbatim}
